# The 4n² path enhancement and its first correction in silicon

## What one pass gets wrong

Near 1100 nm silicon absorbs weakly. Take as rough room-temperature values a refractive index $n\approx3.5$ and a power absorption coefficient $\alpha\approx3.5\ \mathrm{cm^{-1}}$. If light crosses a slab of thickness $d$ once and no power is lost by reflection, the absorbed fraction is $1-e^{-\alpha d}$. Half the light is then absorbed in $d=\ln2/\alpha=1980$ µm, and 90% in $\ln10/\alpha=6579$ µm. The inputs justify at most two figures; further digits here and below serve only to compare formulas at the same inputs. A slab that scrambles the directions of the light needs far less.

The opposite error is to divide every such thickness by the enhancement $4n^2=49$. For 90% this gives 134 µm, where the absorbed fraction is only about 0.7, as shown below. The factor $4n^2$ belongs to the limit of weak absorption; beyond it, the depletion of the trapped light must be included.

The slab considered has a perfect rear mirror and a lossless front surface facing air. Its thickness is large compared with the wavelength inside, and scattering randomizes the ray directions. The light is incoherent and, on average, unpolarized. Lengths are in µm and $\alpha$ in cm⁻¹, because atomic units are unnatural here.

## Counting modes

In a periodic box of volume $V$, the allowed wavevectors have density $V/(2\pi)^3$. With two polarizations, the number of modes with wavenumber below $k$ is

$$
N(k)=2\,\frac{V}{(2\pi)^3}\,\frac{4\pi k^3}{3}=\frac{Vk^3}{3\pi^2}.
$$

In the medium $k=n\omega/c$, where $n$ may depend on the angular frequency $\omega$. Therefore $dk/d\omega=n_g/c$, with group index $n_g=n+\omega\,dn/d\omega$, and the density of modes per volume and frequency is

$$
\frac1V\frac{dN}{d\omega}=\frac{k^2}{\pi^2}\frac{dk}{d\omega}
=\frac{n^2n_g\,\omega^2}{\pi^2c^3}.
$$

In air it is $\omega^2/(\pi^2c^3)$.

Let isotropic radiation of energy density $u_{\rm out}$ fill the space in front of the slab. Without absorption, the randomized slab fills until each internal mode holds as much energy as an external mode of the same frequency. The exchange through the front then balances. Hence

$$
u_{\rm in}=n^2n_g\,u_{\rm out}.
$$

Energy in the slab moves at the group speed $v_g=c/n_g$, so

$$
v_gu_{\rm in}=n^2c\,u_{\rm out}.
$$

The group index has cancelled. Randomization is needed in this step: without it, modes outside the escape cone would stay empty.

## The leading term

The power $\Phi$ falling on unit area of the front comes from one hemisphere. With $\theta$ the angle from the normal,

$$
\Phi=c\,u_{\rm out}\int_0^{\pi/2}\cos\theta\,\frac{2\pi\sin\theta\,d\theta}{4\pi}
=\frac{c\,u_{\rm out}}4 .
$$

Absorption removes power $\alpha v_gu_{\rm in}$ per volume. If it is too weak to change $u_{\rm in}$ appreciably, the absorbed fraction is

$$
A=\frac{\alpha v_gu_{\rm in}d}{\Phi}
=\frac{\alpha n^2c\,u_{\rm out}d}{c\,u_{\rm out}/4}=4n^2\alpha d .
$$

One weakly absorbed straight pass gives $\alpha d$, so the enhancement is $4n^2$. A ray with path length $\ell$ loses the fraction $1-e^{-\alpha\ell}\approx\alpha\ell$, so the mean path per incident ray is $4n^2d$.

Compare a flat slab without randomization, with an ideally transmitting front. Each ray makes one round trip. Let $s=\sin^2\varphi$, where $\varphi$ is the external angle. For isotropic incidence $s$ is uniformly distributed between 0 and 1, and Snell's law gives the internal cosine $\sqrt{1-s/n^2}$. The mean path is

$$
d\int_0^1\frac{2\,ds}{\sqrt{1-s/n^2}}
=4n^2d\left(1-\sqrt{1-\frac1{n^2}}\right),
$$

which is $2.04d$ for $n=3.5$. The mirror alone supplies about a factor of two.

## The front surface and a collimated beam

The front reflectance did not enter the result for isotropic light. To see why, let $T_{\rm avg}$ be the transmittance averaged over isotropic incidence from outside, weighted by flux. From inside, the flux weight is $2\sin\theta\cos\theta\,d\theta=d(\sin^2\theta)$. Snell's law, $\sin\varphi=n\sin\theta$, turns this into $d(\sin^2\varphi)/n^2$. The transmittance is the same in both directions along a refracted ray, so the average from inside is $T_{\rm avg}/n^2$. A reflecting surface hinders entry and escape by the same factor.

For a collimated beam with transmittance $T_{\rm inc}$, assume that the light is isotropic once inside. With negligible absorption, entry balances escape:

$$
T_{\rm inc}\Phi=\frac{v_gu}{4}\frac{T_{\rm avg}}{n^2}
\quad\Rightarrow\quad
A=\frac{\alpha v_gud}{\Phi}=4n^2\alpha d\,\frac{T_{\rm inc}}{T_{\rm avg}} .
$$

For bare silicon at normal incidence, the Fresnel formulas give $T_{\rm inc}=0.691$ and $T_{\rm avg}=0.676$. The factor is $49\times0.691/0.676\approx50.1$. Thus $4n^2$ is not an upper bound for every beam.

A simulation of 300,000 random rays, with a rear mirror that scatters according to Lambert's law, gives a mean path of $50.4d$ for this beam. The sampling scatter at this ray count is roughly $0.1d$ to $0.2d$; summing the bounces exactly for this geometry gives $50.1d$, in agreement with the formula. For isotropic light on the bare surface it gives $49.0d$.

## When absorption depletes the light

Now give the front an ideal coating, so that $T=1$ for external light and for internal light within the escape cone. Suppose that $u$ remains uniform and isotropic although absorption lowers it. The power balance per area is

$$
\Phi=\alpha v_gud+\frac{v_gu}{4n^2}.
$$

Dividing the absorbed power by $\Phi$, and then multiplying numerator and denominator by $4n^2/(v_gu)$, gives

$$
A_0=\frac{\alpha d}{\alpha d+1/(4n^2)}=\frac{x}{1+x},
\qquad x=4n^2\alpha d .
$$

For small $x$, $A_0=x-x^2+\cdots$. The leading law therefore requires $x\ll1$, which is much stricter than $\alpha d\ll1$. At the 134 µm of the opening, $x=\ln10=2.30$ and $A_0=2.30/3.30\approx0.70$; the ray sum of the next section gives 0.68.

## A ray sum that tests uniformity

The radiation is not quite uniform and isotropic, mainly because grazing rays are depleted most. The size of this effect depends on the scattering geometry. Take normal incidence, a Lambertian rear mirror and a flat, ideally coated front.

Write $a=\alpha d$, let $\mu$ be the cosine of the internal angle, and let $\mu_c=\sqrt{1-1/n^2}$ mark the edge of the escape cone. The first pass transmits $e^{-a}$ to the mirror. Lambertian scattering distributes power as $2\mu\,d\mu$. Per scattering, the fractions that escape and that return to the mirror are

$$
q=\int_{\mu_c}^12\mu e^{-a/\mu}d\mu,\qquad
r=\int_0^{\mu_c}2\mu e^{-2a/\mu}d\mu .
$$

The escaping power is $e^{-a}q(1+r+r^2+\cdots)$, so

$$
A=1-\frac{e^{-a}q}{1-r}.
$$

## The first correction

Hold $x$ fixed and let $M=4n^2$ be large, so that $a=x/M$ is small. All terms of relative order $1/M$, including logarithms, are kept.

In $q$, expand the exponential to first order and use $1-\mu_c^2=1/n^2$:

$$
n^2q=1-2n^2a(1-\mu_c)+\cdots=1-a+\cdots,
$$

since $1-\mu_c\approx1/(2n^2)$. With $e^{-a}\approx1-a$,

$$
n^2e^{-a}q=1-2a+\cdots=1-\frac{2x}{M}+\cdots .
$$

The integral $r$ needs more care, because $1/\mu$ is unbounded. Put $\mu=\mu_cs$ and $\beta=2a/\mu_c$. Then $r=\mu_c^2J(\beta)$ with

$$
J(\beta)=\int_0^12s\,e^{-\beta/s}ds,\qquad J(0)=1,\qquad J'(0)=-2 .
$$

Differentiate twice and substitute $t=\beta/s$:

$$
J''(\beta)=2\int_0^1\frac{e^{-\beta/s}}s\,ds
=2\int_\beta^\infty\frac{e^{-t}}t\,dt
=2(-\ln\beta-\gamma)+\cdots .
$$

The last form follows on integrating by parts, with $\gamma=-\int_0^\infty e^{-t}\ln t\,dt\approx0.577$. Two integrations from zero give

$$
J=1-2\beta+\beta^2\left(-\ln\beta+\tfrac32-\gamma\right)+\cdots .
$$

Insert $\beta$, and set $\mu_c=1$ inside the small quadratic term:

$$
r=\mu_c^2-4a\mu_c+4a^2\left(\ln\frac1{2a}+\frac32-\gamma\right)+\cdots .
$$

Now multiply $1-r$ by $n^2$. The linear term is $4n^2a\mu_c=x\mu_c\approx x-2x/M$, because $\mu_c\approx1-2/M$. The quadratic term has the prefactor $4n^2a^2=x^2/M$. Thus

$$
n^2(1-r)=1+x-\frac{2x+x^2K}{M}+\cdots,\qquad
K=\ln\frac Mx-\ln2+\frac32-\gamma .
$$

Expanding the quotient to first order in $1/M$,

$$
A=1-\frac1{1+x}+\frac1M\left[\frac{2x}{1+x}-\frac{2x+x^2K}{(1+x)^2}\right]+\cdots .
$$

Over the common denominator, the bracket has numerator $2x(1+x)-2x-x^2K=-x^2(K-2)$. Therefore

$$
\boxed{A=A_0-\frac{A_0^2}{4n^2}\left[\ln\frac{4n^2}{x}-C\right]+\cdots,
\qquad C=\tfrac12+\gamma+\ln2\approx1.77.}
$$

The logarithm comes from the second-order term of the exponential in $r$, which contributes $\int2\mu\,\tfrac12(2a/\mu)^2d\mu=4a^2\int d\mu/\mu$. Every factor of two in $\mu$ between about $a$ and 1 contributes equally. For $\mu$ below about $a$ the expansion fails, because a single pass removes most of the power, and this cuts the integral off. The correction is small when $n^2$ is large and $x\ll4n^2$, that is, $a\ll1$. The constant $C$ belongs to this geometry. For an ideal Lambertian front with a specular rear mirror, the same expansion gives $C\approx3.77$.

For a required absorptance, let $x_0=A/(1-A)$ be the uncorrected value. Since $dA_0/dx=1/(1+x)^2$, cancelling the correction requires

$$
x=x_0+\frac{x_0^2}{4n^2}\left[\ln\frac{4n^2}{x_0}-C\right]+\cdots .
$$

## Silicon thickness near 1100 nm

For half absorption $x_0=1$, and the uniform balance gives

$$
d=\frac1{4n^2\alpha}=\frac{2857\ \text{µm}}{49}=58\ \text{µm}.
$$

The correction multiplies this by $1+(\ln49-1.77)/49\approx1.04$, giving 61 µm. Solving the ray sum numerically, with its integrals done by quadrature, also gives 61 µm. This is about 32 times thinner than the single-pass slab.

For 90% absorption $x_0=9$, and the balance gives $9\times58.3=525$ µm. Here $\ln(49/9)=1.69$ nearly cancels $C$, so the first correction almost vanishes; it is slightly negative and gives about 518 µm. The ray sum nevertheless requires 577 µm. The difference lies in higher terms, which are no longer negligible at $a\approx0.2$. The saving over one pass has fallen to a factor of 11.

The ray sum gives these absorbed fractions; the gain is the ratio to one pass.

| $d$ (µm) | One pass | Trapped | Gain |
|---:|---:|---:|---:|
| 5 | 0.0017 | 0.078 | 44.8 |
| 50 | 0.017 | 0.451 | 26.0 |
| 200 | 0.068 | 0.758 | 11.2 |
| 500 | 0.161 | 0.886 | 5.5 |

At 5 µm, $x=49\times5/2857=0.086$, and depletion alone reduces the gain to about $49/1.086\approx45$. The gain falls with thickness because the trapped fraction saturates while the single-pass fraction is still growing.

At fixed $n$ the absorptance depends on $\alpha d$, so thickness scales as $1/\alpha$. Halving $\alpha$ raises the two ray-sum thicknesses to 122 and 1155 µm; doubling it lowers them to 31 and 289 µm. An error of a factor of two in $\alpha$ would thus matter far more than the correction. For half absorption about 60 µm is a reasonable estimate, and it changes little with where the scattering occurs: 59 µm for an ideal Lambertian front with a specular mirror, 58 µm if both surfaces are Lambertian. The 90% thickness depends on the geometry: about 0.58 mm for the flat front with Lambertian mirror treated here, but 0.47 and 0.44 mm for those two cases, below the uniform-balance value.

These slabs are much thicker than the internal wavelength of 0.31 µm, as bulk mode counting requires. In a film comparable with that wavelength, the count must be replaced by one over the film's own guided modes.

Mirror loss is a further limit. If the mirror absorbs a fraction $\eta$ per reflection, the balance gains a loss $\eta v_gu/4$, to be compared with the escape $v_gu/(4n^2)$. In this uniform balance the absorptance becomes $x/(1+x+\eta n^2)$, so the loss is negligible at every thickness if $\eta\ll1/n^2\approx0.08$. This is demanding: in the ray sum, $\eta=0.01$ already raises the thicknesses for 50% and 90% absorption in the silicon to 69 and 660 µm, and $\eta=0.05$ to about 100 and 1020 µm. Incomplete randomization and absorption by free carriers are also left out, so the thicknesses describe an ideal light trap.
